# Current Transfer Length Between Copper and a Parallel Conducting Liner: verification in Python

```python
"""
Result under test: current passes between two parallel conducting layers over
the e-folding length L = sqrt(r / (R1 + R2)).
  r       specific interface resistance (ohm m^2)
  R1, R2  sheet resistances of copper and liner, resistivity / thickness (ohm)
The reference is a two-dimensional finite-volume solution of current flow in a
wire whose copper is cut by one or two voids. A cross-section eigenproblem
tests the range of validity. Internal units are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

NM = 1e-9
MICROOHM_CM = 1e-8
OHM_CM2 = 1e-4


def sheet_values(rho1, t1, rho2, t2, r):
    """Return R1, R2, their sum, their parallel value and L."""
    R1, R2 = rho1 / t1, rho2 / t2
    total = R1 + R2
    return R1, R2, total, R1 * R2 / total, np.sqrt(r / total)


def solve_wire(layers, dx, has_copper):
    """Solve for unit current per width; has_copper flags each column.

    Returns resistance times width and liner current at the column faces.
    """
    rho1, t1, rho2, t2, r = layers
    n1, n2 = 8, 4
    dy = np.r_[np.full(n1, t1 / n1), np.full(n2, t2 / n2)]
    rho = np.r_[np.full(n1, rho1), np.full(n2, rho2)]
    nx, ny = len(has_copper), n1 + n2
    solid = np.ones((nx, ny), dtype=bool)
    solid[:, :n1] = has_copper[:, None]
    gx = dy / (rho * dx) * (solid[1:] & solid[:-1])
    half = rho * dy / 2
    link = half[1:] + half[:-1]
    link[n1 - 1] += r
    gy = dx / link * (solid[:, 1:] & solid[:, :-1])
    index = np.arange(nx * ny).reshape(nx, ny)
    a = np.r_[index[:-1].ravel(), index[:, :-1].ravel()]
    b = np.r_[index[1:].ravel(), index[:, 1:].ravel()]
    g = np.r_[gx.ravel(), gy.ravel()]
    diagonal = (np.bincount(a, g, nx * ny) + np.bincount(b, g, nx * ny))
    diagonal = diagonal.reshape(nx, ny)
    g_end = 2 * dy / (rho * dx)
    diagonal[0] += g_end
    diagonal[-1] += g_end
    diagonal[~solid] = 1.0  # isolated empty cells, potential zero
    every = index.ravel()
    matrix = coo_matrix(
        (np.r_[-g, -g, diagonal.ravel()],
         (np.r_[a, b, every], np.r_[b, a, every])),
        shape=(nx * ny, nx * ny)).tocsc()
    source = np.zeros((nx, ny))
    source[0] = g_end  # left end at one volt, right end grounded
    phi = spsolve(matrix, source.ravel()).reshape(nx, ny)
    current = np.sum(g_end * (1 - phi[0]))
    flow = gx * (phi[:-1] - phi[1:]) / current
    return 1 / current, flow[:, n1:].sum(axis=1)


def thick_layer_length(rho1, t1, rho2, t2, r):
    """Slowest decay length from the separated Laplace equation."""
    def mismatch(k):
        return rho1 / np.tan(k * t1) + rho2 / np.tan(k * t2) - r * k
    k_max = np.pi / max(t1, t2)
    return 1 / brentq(mismatch, 1e-6 * k_max, k_max * (1 - 1e-9))


def section_length(rho1, t1, rho2, t2, r):
    """Slowest decay length from a discretized cross-section."""
    n1, n2 = 100, 80
    dy = np.r_[np.full(n1, t1 / n1), np.full(n2, t2 / n2)]
    rho = np.r_[np.full(n1, rho1), np.full(n2, rho2)]
    half = rho * dy / 2
    link = half[1:] + half[:-1]
    link[n1 - 1] += r
    g = 1 / link
    stiffness = (np.diag(np.r_[g, 0] + np.r_[0, g])
                 - np.diag(g, 1) - np.diag(g, -1))
    k_squared = eigh(stiffness, np.diag(dy / rho), eigvals_only=True)
    return 1 / np.sqrt(k_squared[1])


def close(value, expected, relative):
    return abs(value - expected) <= relative * abs(expected)


# Rough typical thin-film values for copper on a chromium adhesion liner.
rho_cu, t_cu = 4 * MICROOHM_CM, 50 * NM
rho_cr, t_cr = 40 * MICROOHM_CM, 10 * NM
r_int = 1e-8 * OHM_CM2
width, void = 1000 * NM, 100 * NM
example = (rho_cu, t_cu, rho_cr, t_cr, r_int)
R1, R2, R_sum, R_par, L = sheet_values(*example)

# Other sets: equal sheet resistances, and copper the more resistive layer.
cases = [example,
         (4e-8, 50 * NM, 2e-8, 25 * NM, 1e-12),
         (1e-7, 10 * NM, 8e-8, 20 * NM, 1e-12)]
records = []
for number, layers in enumerate(cases):
    s1, s2, s_sum, s_par, length = sheet_values(*layers)
    n_void = 20
    dx = void / n_void if number == 0 else length / 32
    n_end = int(round(12 * length / dx))
    copper = np.r_[np.ones(n_end, bool), np.zeros(n_void, bool),
                   np.ones(n_end, bool)]
    resistance, liner = solve_wire(layers, dx, copper)
    edge = n_end + n_void
    rate = liner[edge - 1:-1] - liner[edge:]  # current entering copper
    i, j = 16, 80
    decay = (j - i) * dx / np.log(rate[i] / rate[j])
    added = resistance - s_par * len(copper) * dx
    added_formula = ((s2 - s_par) * n_void * dx
                     + 2 * length * s2**2 / s_sum)
    voltage = layers[4] * rate[0] / dx * np.exp(dx / (2 * length))
    distance = np.arange(len(liner) - edge + 1) * dx
    done = (1 - liner[edge - 1:]) / (s2 / s_sum)
    done_1, done_3 = np.interp([length, 3 * length], distance, done)
    assert close(decay, length, 0.005)
    assert abs(liner[0] - s1 / s_sum) < 1e-4
    assert close(added, added_formula, 0.01)
    assert close(voltage, s2 * length, 0.01)
    assert abs(done_1 - (1 - np.exp(-1))) < 0.003
    assert abs(done_3 - (1 - np.exp(-3))) < 0.003
    records.append((s1, s2, length, decay, added, added_formula,
                    voltage, done_1, done_3))

# Two voids with a copper island between them.
dx, n_void, n_island = 5 * NM, 20, 60
island = n_island * dx
n_end = int(round(12 * L / dx))
copper = np.r_[np.ones(n_end, bool), np.zeros(n_void, bool),
               np.ones(n_island, bool), np.zeros(n_void, bool),
               np.ones(n_end, bool)]
resistance, liner = solve_wire(example, dx, copper)
share_network = 1 - liner[n_end + n_void + n_island // 2 - 1]
share_formula = R2 / R_sum * (1 - 1 / np.cosh(island / (2 * L)))
two_network = resistance - R_par * len(copper) * dx
two_formula = (2 * void * (R2 - R_par) + 2 * L * R2**2 / R_sum
               * (1 + np.tanh(island / (2 * L))))
assert close(share_network, share_formula, 0.01)
assert close(two_network, two_formula, 0.01)

# Finite layer thickness, from an imperfect interface to a clean one.
r_mid, r_clean = 1e-9 * OHM_CM2, 1e-11 * OHM_CM2
thick = {}
for r in (r_int, r_mid, r_clean):
    layers = example[:4] + (r,)
    thick[r] = thick_layer_length(*layers)
    assert close(section_length(*layers), thick[r], 1e-3)
r_layers = (rho_cu * t_cu + rho_cr * t_cr) / 3
L_mid = np.sqrt(r_mid / R_sum)
L_mid_corrected = np.sqrt((r_mid + r_layers) / R_sum)
L_clean = np.sqrt(r_clean / R_sum)
assert close(L_mid_corrected, thick[r_mid], 1e-3)
assert not close(L_mid, thick[r_mid], 5e-3)
assert close(L, thick[r_int], 2e-3)
assert thick[r_clean] > t_cu / np.pi > L_clean

# Operating values and rough sizes of neglected effects.
j_cu = 1e10  # A/m^2 in intact copper
J = j_cu * t_cu  # treated as the whole current per width
u_edge = J * R2 * L
density = 8.5e28  # rough free-electron density of copper, 1/m^3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
rho_lambda = const.hbar * k_fermi / (density * const.e**2)
rho_bulk = 1.7 * MICROOHM_CM
path_cu = rho_lambda / rho_bulk
path_cr = rho_lambda / rho_cr  # same density used for a rough size only
nonlocal_size = (R1 * (path_cu / L)**2 + R2 * (path_cr / L)**2) / (2 * R_sum)
V_scale, gap = 0.2, 1 * NM  # rough tunnel nonlinearity scale, interlayer
nonlinear_size = (u_edge / V_scale)**2
field = u_edge / gap
heat = J**2 * R2 + u_edge**2 / r_int
oxide, kappa = 500 * NM, 1.4  # dielectric thickness and conductivity
heating = heat * oxide / kappa
T_room, T_use = 298.0, 378.0
slope_cu, slope_cr = 0.007 * MICROOHM_CM, 0.03 * MICROOHM_CM
R1_hot = (rho_cu + slope_cu * (T_use - T_room)) / t_cu
R2_hot = (rho_cr + slope_cr * (T_use - T_room)) / t_cr
L_hot = np.sqrt(r_int / (R1_hot + R2_hot))


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}")


show("Copper resistivity", rho_cu / MICROOHM_CM, "uohm cm")
show("Copper thickness", t_cu / NM, "nm")
show("Chromium liner resistivity", rho_cr / MICROOHM_CM, "uohm cm")
show("Chromium liner thickness", t_cr / NM, "nm")
show("Specific interface resistance r", r_int / OHM_CM2, "ohm cm2")
show("Wire width", width / NM, "nm")
show("Void length", void / NM, "nm")
show("Copper sheet resistance R1", R1, "ohm/sq")
show("Liner sheet resistance R2", R2, "ohm/sq")
show("Sum R1+R2", R_sum, "ohm/sq")
show("Parallel sheet resistance Rp", R_par, "ohm/sq")
show("Transfer length L, formula", L / NM, "nm", ".2f")
show("Transfer length, 2D network", records[0][3] / NM, "nm", ".2f")
show("Transfer complete at L, network", 100 * records[0][7], "%", ".1f")
show("Transfer complete at 3L, network", 100 * records[0][8], "%", ".1f")
show("Far copper current share", 100 * R2 / R_sum, "%", ".2f")
for name, row in zip(("Equal-sheet", "Resistive-copper"), records[1:]):
    print(f"{name} test: R1 {row[0]:.3g}, R2 {row[1]:.3g} ohm/sq; "
          f"L formula {row[2] / NM:.1f}, network {row[3] / NM:.1f} nm")
show("Void: liner bridge resistance", R2 * void / width, "ohm")
show("Void: two transfer regions", 2 * L * R2**2 / R_sum / width, "ohm")
show("Void: replaced intact wire", R_par * void / width, "ohm")
show("Void: added resistance, formula", records[0][5] / width, "ohm")
show("Void: added resistance, network", records[0][4] / width, "ohm")
show("Island length", island / NM, "nm")
show("Island midpoint copper share, formula", 100 * share_formula, "%")
show("Island midpoint copper share, network", 100 * share_network, "%")
show("Two voids: added resistance, formula", two_formula / width, "ohm")
show("Two voids: added resistance, network", two_network / width, "ohm")
show("Layer correction to r", r_layers / OHM_CM2, "ohm cm2")
show("Example L, thick-layer equation", thick[r_int] / NM, "nm", ".2f")
show("Intermediate r", r_mid / OHM_CM2, "ohm cm2")
print(f"Intermediate L: simple {L_mid / NM:.2f}, corrected "
      f"{L_mid_corrected / NM:.2f}, thick-layer {thick[r_mid] / NM:.2f} nm")
show("Clean-contact r", r_clean / OHM_CM2, "ohm cm2")
show("Clean-contact L, simple formula", L_clean / NM, "nm", ".2f")
show("Clean-contact L, thick-layer", thick[r_clean] / NM, "nm", ".2f")
show("Copper thickness / pi", t_cu / np.pi / NM, "nm", ".2f")
show("Current density in intact copper", j_cu / 1e10, "MA/cm2")
show("Current per width J", J, "A/m")
show("Liner current density at void", J / t_cr / 1e10, "MA/cm2")
show("Interface voltage at void edge", u_edge * 1e3, "mV")
print(f"Rough inputs: electron density {density:.2g} 1/m3, bulk copper "
      f"{rho_bulk / MICROOHM_CM:.2g} uohm cm")
print(f"Rough mean free path: copper {path_cu / NM:.1f}, "
      f"liner {path_cr / NM:.1f} nm")
show("Non-local shift of L, rough size", 100 * nonlocal_size, "%", ".2g")
print(f"Rough inputs: tunnel scale {V_scale:.2g} V, "
      f"interlayer {gap / NM:.2g} nm")
show("Interface nonlinearity, rough size", 100 * nonlinear_size, "%", ".2g")
show("Interlayer field", field / 1e8, "MV/cm", ".2g")
print(f"Dielectric below: {oxide / NM:.0f} nm, {kappa:.2g} W/(m K)")
show("Void-edge heating, no lateral spread", heating, "K", ".2g")
print(f"Resistivity slopes: copper {slope_cu / MICROOHM_CM:.2g}, "
      f"liner {slope_cr / MICROOHM_CM:.2g} uohm cm/K")
print(f"Temperatures: reference {T_room:.0f}, use {T_use:.0f} K")
show("L at temperature of use", L_hot / NM, "nm", ".1f")
show("Change of L at temperature of use", 100 * (L_hot / L - 1), "%", ".1f")
print("success")
```

It prints:

```
Copper resistivity: 4 uohm cm
Copper thickness: 50 nm
Chromium liner resistivity: 40 uohm cm
Chromium liner thickness: 10 nm
Specific interface resistance r: 1e-08 ohm cm2
Wire width: 1000 nm
Void length: 100 nm
Copper sheet resistance R1: 0.8 ohm/sq
Liner sheet resistance R2: 40 ohm/sq
Sum R1+R2: 40.8 ohm/sq
Parallel sheet resistance Rp: 0.7843 ohm/sq
Transfer length L, formula: 156.56 nm
Transfer length, 2D network: 156.72 nm
Transfer complete at L, network: 63.2 %
Transfer complete at 3L, network: 95.0 %
Far copper current share: 98.04 %
Equal-sheet test: R1 0.8, R2 0.8 ohm/sq; L formula 790.6, network 790.9 nm
Resistive-copper test: R1 10, R2 4 ohm/sq; L formula 267.3, network 267.4 nm
Void: liner bridge resistance: 4 ohm
Void: two transfer regions: 12.28 ohm
Void: replaced intact wire: 0.07843 ohm
Void: added resistance, formula: 16.2 ohm
Void: added resistance, network: 16.21 ohm
Island length: 300 nm
Island midpoint copper share, formula: 32.47 %
Island midpoint copper share, network: 32.42 %
Two voids: added resistance, formula: 29.25 ohm
Two voids: added resistance, network: 29.27 ohm
Layer correction to r: 2e-11 ohm cm2
Example L, thick-layer equation: 156.71 nm
Intermediate r: 1e-09 ohm cm2
Intermediate L: simple 49.51, corrected 50.00, thick-layer 50.01 nm
Clean-contact r: 1e-11 ohm cm2
Clean-contact L, simple formula: 4.95 nm
Clean-contact L, thick-layer: 16.32 nm
Copper thickness / pi: 15.92 nm
Current density in intact copper: 1 MA/cm2
Current per width J: 500 A/m
Liner current density at void: 5 MA/cm2
Interface voltage at void edge: 3.131 mV
Rough inputs: electron density 8.5e+28 1/m3, bulk copper 1.7 uohm cm
Rough mean free path: copper 38.7, liner 1.6 nm
Non-local shift of L, rough size: 0.065 %
Rough inputs: tunnel scale 0.2 V, interlayer 1 nm
Interface nonlinearity, rough size: 0.025 %
Interlayer field: 0.031 MV/cm
Dielectric below: 500 nm, 1.4 W/(m K)
Void-edge heating, no lateral spread: 7.1 K
Resistivity slopes: copper 0.007, liner 0.03 uohm cm/K
Temperatures: reference 298, use 378 K
L at temperature of use: 151.9 nm
Change of L at temperature of use: -2.9 %
success
```
